**Umbrella profiles of CH3 and SiH3 from one correlated method**

The program computes the relaxed energy V(theta), where theta is the angle between each X–H bond and the plane normal to the threefold axis, with frozen-core UMP2/cc-pVDZ. It asserts that CH3 has no stationary point other than the planar minimum up to 36 degrees, and that SiH3 has a planar maximum and one bent stationary angle on each side. Fresh energies between the grid angles and analytic UMP2 gradients test the profiles and the minima. Full UHF Hessians test the umbrella inertia, and a sine basis tests the finite-difference vibrational levels. The output gives a SiH3 minimum at 17.74 degrees with an inversion barrier of 0.260 eV, and a CH3 umbrella quantum of 68.4 meV. At the SiH3 angle, the sign of the bent-minus-planar energy is also asserted with UHF, UCCSD(T) and a larger basis, at the UMP2/cc-pVDZ geometries. It is positive for CH3 and negative for SiH3 at every level.

## Verification by program

```python
"""
Result under test: on the threefold-symmetric umbrella path, with the bond
length relaxed and frozen-core UMP2/cc-pVDZ energies, CH3 has one planar
minimum while SiH3 has a planar maximum between two pyramidal minima.

theta : angle between each X-H bond and the plane normal to the axis (rad)
r     : common X-H bond length (bohr)
V     : relaxed energy relative to the planar form (hartree)
w     : interpolation variable sqrt(theta**2 + SHIFT), even in theta
G     : effective inertia, kinetic energy = G * (dtheta/dt)**2 / 2
s     : mass-weighted path length, ds = sqrt(G) dtheta
Atomic units inside; converted when printed.
"""
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf, mp, cc, lib
from pyscf.hessian import uhf as uhf_hessian

lib.num_threads(1)
EV = sc.physical_constants["Hartree energy in eV"][0]
MEV = 1000 * EV
ANG = sc.physical_constants["atomic unit of length"][0] / sc.angstrom
AMU = sc.atomic_mass / sc.m_e
CM = EV * sc.e / (sc.h * sc.c * 100)
DEG = np.pi / 180
CORE = {"C": 1, "Si": 5}
NAME = {"C": "CH3", "Si": "SiH3"}
ANGLES = np.array([0, 6, 12, 18, 24, 30, 36]) * DEG
SHIFT = 0.1     # rad^2, numerical choice for the interpolation variable
RADII = {"C": np.array([1.07, 1.10, 1.13]) / ANG,
         "Si": np.array([1.46, 1.49, 1.52]) / ANG}
PHI = np.array([0, 2, 4]) * np.pi / 3


class EvenCurve:
    """Even function of theta: polynomial in w through the grid values."""

    def __init__(self, values):
        w = np.sqrt(ANGLES**2 + SHIFT)
        self.poly = Polynomial.fit(w, values, len(w) - 1)

    def __call__(self, theta):
        return self.poly(np.sqrt(theta**2 + SHIFT))

    def slope(self, theta):
        w = np.sqrt(theta**2 + SHIFT)
        return self.poly.deriv()(w) * theta / w

    def curvature(self, theta):
        w = np.sqrt(theta**2 + SHIFT)
        return (self.poly.deriv(2)(w) * (theta / w)**2
                + self.poly.deriv()(w) * SHIFT / w**3)

    def bent_stationary_angles(self):
        roots = self.poly.deriv().roots()
        real = roots[np.abs(roots.imag) < 1e-10].real
        inside = (real > np.sqrt(SHIFT)) & (
            real < np.sqrt(ANGLES[-1]**2 + SHIFT))
        return np.sqrt(real[inside]**2 - SHIFT)


def positions(r, theta):
    h_atoms = [[r * np.cos(theta) * np.cos(p), r * np.cos(theta) * np.sin(p),
                -r * np.sin(theta)] for p in PHI]
    return np.array([[0.0, 0.0, 0.0]] + h_atoms)


def hartree_fock(element, r, theta, charge=0, basis="cc-pvdz", dm=None):
    atoms = list(zip([element, "H", "H", "H"], positions(r, theta).tolist()))
    mol = gto.M(atom=atoms, unit="Bohr", basis=basis, charge=charge,
                spin=1 - charge, verbose=0)
    mf = scf.UHF(mol)
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 3e-6
    mf.kernel(dm0=dm)
    assert mf.converged
    return mf


def mp2(mf, element):
    pt = mp.UMP2(mf, frozen=CORE[element])
    pt.kernel()
    return pt


def masses(element):
    mol = gto.M(atom=[[element, (0, 0, 0)], ["H", (0, 0, 3)]],
                spin=1, verbose=0)
    heavy, light = mol.atom_mass_list(isotope_avg=True) * AMU
    return heavy, light


def scan(element):
    e_hf = np.zeros((len(ANGLES), 3))
    e_mp = np.zeros_like(e_hf)
    dm = None
    for i, theta in enumerate(ANGLES):
        for j, r in enumerate(RADII[element]):
            mf = hartree_fock(element, r, theta, dm=dm)
            dm = mf.make_rdm1()
            e_hf[i, j] = mf.e_tot
            e_mp[i, j] = mp2(mf, element).e_tot
    return e_hf, e_mp


def relaxed_profile(energies, radii):
    """Relax r with a parabola in 1/r; return V, r and planar energy."""
    r_best, e_best = [], []
    for row in energies:
        a2, a1, a0 = np.polyfit(1 / radii - 1 / radii[1], row - row[1], 2)
        r_best.append(1 / (1 / radii[1] - a1 / (2 * a2)))
        e_best.append(row[1] + a0 - a1**2 / (4 * a2))
    r_best, e_best = np.array(r_best), np.array(e_best)
    return EvenCurve(e_best - e_best[0]), EvenCurve(r_best), e_best[0]


def inertia(element, R, theta):
    heavy, light = masses(element)
    mu = 3 * light * heavy / (3 * light + heavy)
    r, dr = R(theta), R.slope(theta)
    dh = dr * np.sin(theta) + r * np.cos(theta)
    drho = dr * np.cos(theta) - r * np.sin(theta)
    return mu * dh**2 + 3 * light * drho**2


def path_omega2(element, V, R, theta):
    """Squared harmonic frequency at a stationary point of V."""
    return V.curvature(theta) / inertia(element, R, theta)


def normal_modes(element, r, theta):
    """Umbrella omega^2 and the five other omega^2 from the UHF Hessian."""
    mf = hartree_fock(element, r, theta)
    hess = uhf_hessian.Hessian(mf).kernel()
    hess = hess.transpose(0, 2, 1, 3).reshape(12, 12)
    heavy, light = masses(element)
    m = np.array([heavy, light, light, light])
    root_m = np.sqrt(np.repeat(m, 3))
    w, vec = np.linalg.eigh(hess / np.outer(root_m, root_m))
    step = (positions(r, theta + 1e-4) - positions(r, theta - 1e-4)) / 2e-4
    step -= (m[:, None] * step).sum(axis=0) / m.sum()
    k = np.argmax((vec.T @ (root_m * step.ravel()))**2)
    others = np.sort(np.delete(w, k))
    # six rigid motions must be near zero and five vibrations stable
    assert others[6] > 0
    assert np.abs(others[:6]).max() < 0.05 * others[6]
    return w[k], others[6:]


def umbrella_levels(element, V, R):
    """Levels above the lowest V, and zero-point rms theta."""
    dense = np.linspace(-ANGLES[-1], ANGLES[-1], 8001)
    speed = np.sqrt(inertia(element, R, dense))
    pieces = 0.5 * (speed[1:] + speed[:-1]) * np.diff(dense)
    s = np.concatenate([[0.0], np.cumsum(pieces)])
    s -= s[-1] / 2
    grid = np.linspace(s[0], s[-1], 2003)
    ds = grid[1] - grid[0]
    inner = grid[1:-1]
    theta = np.interp(inner, s, dense)
    theta = 0.5 * (theta - theta[::-1])
    pot = V(theta) - V(dense).min()
    e, psi = eigh_tridiagonal(1 / ds**2 + pot,
                              np.full(len(pot) - 1, -0.5 / ds**2),
                              select="i", select_range=(0, 3))
    # independent road: sine basis with analytic kinetic energy
    length = grid[-1] - grid[0]
    n = np.arange(1, 91)
    basis = np.sqrt(2 / length) * np.sin(
        np.outer(n, inner - grid[0]) * np.pi / length)
    ham = (basis * pot) @ basis.T * ds + np.diag((n * np.pi / length)**2 / 2)
    e_sine = np.linalg.eigvalsh(ham)[:4]
    assert np.allclose(e, e_sine, atol=2e-7, rtol=0)
    assert abs((e[1] - e[0]) / (e_sine[1] - e_sine[0]) - 1) < 0.01
    return e, np.sqrt(np.sum(psi[:, 0]**2 * theta**2))


def s_share(mf):
    """Lowdin share of central-atom s functions in the odd orbital."""
    w, v = np.linalg.eigh(mf.get_ovlp())
    orbital = (v * np.sqrt(w)) @ v.T @ mf.mo_coeff[0][:, mf.mol.nelec[0] - 1]
    pick = [lab[0] == 0 and lab[2].endswith("s")
            for lab in mf.mol.ao_labels(fmt=None)]
    return np.sum(orbital[np.array(pick)]**2)


# ---- profiles -------------------------------------------------------------
prof, prof_hf = {}, {}
for el in ("C", "Si"):
    e_hf, e_mp = scan(el)
    prof[el] = relaxed_profile(e_mp, RADII[el])
    prof_hf[el] = relaxed_profile(e_hf, RADII[el])

print("Relaxed UMP2/cc-pVDZ profiles, energy relative to planar")
for t in ANGLES:
    c, si = prof["C"], prof["Si"]
    v_c = round(c[0](t) * EV, 4) + 0.0      # + 0.0 removes a minus zero
    v_si = round(si[0](t) * EV, 4) + 0.0
    print(f"theta {t/DEG:4.0f} deg: CH3 r {c[1](t)*ANG:.4f} A, "
          f"V {v_c:7.4f} eV; SiH3 r {si[1](t)*ANG:.4f} A, "
          f"V {v_si:7.4f} eV")

# ---- number and kind of stationary points ---------------------------------
bent = {el: prof[el][0].bent_stationary_angles() for el in prof}
assert len(bent["C"]) == 0 and prof["C"][0].curvature(0.0) > 0
assert len(bent["Si"]) == 1 and prof["Si"][0].curvature(0.0) < 0
theta_m = bent["Si"][0]
barrier = prof["Si"][0](0.0) - prof["Si"][0](theta_m)
assert barrier > 0
minimum = {"C": 0.0, "Si": theta_m}

for el in ("C", "Si"):
    V, R, e_planar = prof[el]
    # off-grid energies against the interpolated profile
    miss = []
    for t in (3 * DEG, 22.5 * DEG):
        direct = mp2(hartree_fock(el, R(t), t), el).e_tot
        miss.append(direct - e_planar - V(t))
    print(f"{NAME[el]} off-grid error: {miss[0]*MEV:.3f} meV at 3 deg, "
          f"{miss[1]*MEV:.3f} meV at 22.5 deg")
    assert max(abs(x) for x in miss) < 3e-5
    # analytic gradient must vanish at the located minimum
    t = minimum[el]
    r = R(t)
    mf = hartree_fock(el, r, t)
    grad = mp2(mf, el).nuc_grad_method().kernel()
    d_theta = (positions(r, t + 1e-4) - positions(r, t - 1e-4)) / 2e-4
    g_theta = np.sum(grad * d_theta)
    g_r = np.sum(grad * positions(1.0, t))
    assert abs(g_theta) < 2e-3 and abs(g_r) < 2e-3
    xyz = positions(r, t)
    cos_hxh = xyz[1] @ xyz[2] / r**2
    assert abs(cos_hxh - (1 - 1.5 * np.cos(t)**2)) < 1e-12
    print(f"{NAME[el]} minimum: theta {t/DEG:.2f} deg, r {r*ANG:.4f} A, "
          f"HXH angle {np.arccos(cos_hxh)/DEG:.2f} deg, "
          f"UHF <S^2> {mf.spin_square()[0]:.4f}")
    print(f"{NAME[el]} planar curvature V'': "
          f"{V.curvature(0.0)*EV:.3f} eV/rad^2")
print(f"SiH3 inversion barrier: {barrier*EV:.4f} eV "
      f"= {barrier*EV*sc.e*sc.N_A/1000:.2f} kJ/mol")

# ---- frame cost and odd-electron gain -------------------------------------
print("Bending from 0 to 15 deg at fixed planar r (UMP2/cc-pVDZ)")
for el in ("C", "Si"):
    r = prof[el][1](0.0)
    cost, share, total = {}, [], {}
    for q in (0, 1):
        for t in (0.0, 15 * DEG):
            mf = hartree_fock(el, r, t, charge=q)
            total[q, t > 0] = mp2(mf, el).e_tot
            if q == 0:
                share.append(s_share(mf))
        cost[q] = total[q, True] - total[q, False]
    ionization = [total[1, b] - total[0, b] for b in (False, True)]
    print(f"{NAME[el]}: cation cost {cost[1]*EV:.4f} eV, rise of IE "
          f"{(ionization[1]-ionization[0])*EV:.4f} eV, "
          f"radical cost {cost[0]*EV:.4f} eV")
    print(f"{NAME[el]}: vertical IE {ionization[0]*EV:.3f} eV planar, "
          f"{ionization[1]*EV:.3f} eV bent; s share of odd orbital "
          f"{abs(share[0]):.4f} -> {share[1]:.4f}")
    assert cost[1] > 0 and ionization[1] > ionization[0]
    assert share[0] < 1e-6 and share[1] > 0.005

# ---- inertia formula against full UHF Hessians ----------------------------
other_modes = {}
for el in ("C", "Si"):
    V, R, _ = prof_hf[el]
    w_umb, other_modes[el] = normal_modes(el, R(0.0), 0.0)
    w_path = path_omega2(el, V, R, 0.0)
    tag = "" if w_umb > 0 else " (imaginary)"
    print(f"{NAME[el]} planar UHF umbrella quantum{tag}: path "
          f"{np.sqrt(abs(w_path))*MEV:.2f} meV, Hessian "
          f"{np.sqrt(abs(w_umb))*MEV:.2f} meV")
    assert w_umb * w_path > 0
    assert abs(np.sqrt(w_umb / w_path) - 1) < 0.03
    assert (w_umb > 0) == (el == "C")
V, R, _ = prof_hf["Si"]
t_hf = V.bent_stationary_angles()
assert len(t_hf) == 1
t_hf = t_hf[0]
w_umb, modes_bent = normal_modes("Si", R(t_hf), t_hf)
w_path = path_omega2("Si", V, R, t_hf)
assert w_umb > 0 and w_path > 0
print(f"SiH3 pyramidal UHF umbrella quantum: path "
      f"{np.sqrt(w_path)*MEV:.2f} meV, Hessian {np.sqrt(w_umb)*MEV:.2f} meV")
assert abs(np.sqrt(w_path / w_umb) - 1) < 0.05
zpe_shift = 0.5 * (np.sqrt(other_modes["Si"]).sum()
                   - np.sqrt(modes_bent).sum())

# ---- umbrella levels ------------------------------------------------------
levels = {}
for el in ("C", "Si"):
    V, R, _ = prof[el]
    levels[el], rms = umbrella_levels(el, V, R)
    text = ", ".join(f"{x*MEV:.3f}" for x in levels[el])
    print(f"{NAME[el]} umbrella levels above minimum: {text} meV; "
          f"zero-point rms theta {rms/DEG:.2f} deg")
quantum = levels["C"][1] - levels["C"][0]
harmonic = np.sqrt(path_omega2("C", prof["C"][0], prof["C"][1], 0.0))
print(f"CH3 umbrella quantum: {quantum*MEV:.2f} meV = {quantum*CM:.0f} cm^-1;"
      f" harmonic value {harmonic*MEV:.2f} meV")
split = levels["Si"][1] - levels["Si"][0]
t_inv = sc.h / (2 * split * EV * sc.e)
print(f"SiH3 lowest-pair splitting: {split*MEV*1000:.2f} micro-eV; "
      f"passage time {t_inv*1e12:.1f} ps")

# ---- rough deposition-plasma conditions -----------------------------------
pressure_torr, temperature, sigma_nm2 = 0.5, 500.0, 0.5
density = pressure_torr * sc.torr / (sc.k * temperature)
heavy, light = masses("Si")
pair_mass = (heavy + 3 * light) * sc.m_e / 2
v_rel = np.sqrt(8 * sc.k * temperature / (np.pi * pair_mass))
t_coll = 1 / (density * sigma_nm2 * 1e-18 * v_rel)
kT = sc.k * temperature / sc.e
print(f"Plasma gas: {pressure_torr} Torr, {temperature:.0f} K, cross-section "
      f"{sigma_nm2} nm^2, kT {kT*1000:.1f} meV")
print(f"Gas density {density:.2e} m^-3, relative speed {v_rel:.0f} m/s, "
      f"time between collisions {t_coll*1e9:.0f} ns")
print(f"Collision time / passage time: {t_coll/t_inv:.0f}; "
      f"barrier/kT {barrier*EV/kT:.2f}; "
      f"exp(-barrier/kT) {np.exp(-barrier*EV/kT):.2e}")

# ---- size of what the chosen level leaves out -----------------------------
print(f"Bent minus planar energy at theta {theta_m/DEG:.2f} deg, "
      "UMP2/cc-pVDZ path geometries")
for el in ("C", "Si"):
    R = prof[el][1]
    e = {}
    for t in (0.0, theta_m):
        r = R(t)
        mf = hartree_fock(el, r, t)
        ccsd = cc.UCCSD(mf, frozen=CORE[el])
        ccsd.kernel()
        assert ccsd.converged
        big = hartree_fock(el, r, t, basis="cc-pvtz")
        e[t > 0] = np.array([mf.e_tot, mp2(mf, el).e_tot,
                             ccsd.e_tot + ccsd.ccsd_t(),
                             mp2(big, el).e_tot])
    diff = e[True] - e[False]
    combined = diff[2] + diff[3] - diff[1]
    print(f"{NAME[el]}: UHF/DZ {diff[0]*EV:.4f}, UMP2/DZ {diff[1]*EV:.4f}, "
          f"UCCSD(T)/DZ {diff[2]*EV:.4f}, UMP2/TZ {diff[3]*EV:.4f} eV")
    print(f"{NAME[el]}: additive UCCSD(T)/TZ estimate {combined*EV:.4f} eV")
    sign = 1 if el == "C" else -1
    assert np.all(sign * diff > 0) and sign * combined > 0
print(f"SiH3 other-mode zero-point energy, planar minus pyramidal (UHF): "
      f"{zpe_shift*MEV:.1f} meV")
print("no test failed")
```

Running it gives:

```
Relaxed UMP2/cc-pVDZ profiles, energy relative to planar
theta    0 deg: CH3 r 1.0896 A, V  0.0000 eV; SiH3 r 1.4728 A, V  0.0000 eV
theta    6 deg: CH3 r 1.0908 A, V  0.0105 eV; SiH3 r 1.4759 A, V -0.0689 eV
theta   12 deg: CH3 r 1.0939 A, V  0.0633 eV; SiH3 r 1.4820 A, V -0.1992 eV
theta   18 deg: CH3 r 1.0983 A, V  0.2095 eV; SiH3 r 1.4878 A, V -0.2600 eV
theta   24 deg: CH3 r 1.1035 A, V  0.5057 eV; SiH3 r 1.4937 A, V -0.1642 eV
theta   30 deg: CH3 r 1.1097 A, V  1.0005 eV; SiH3 r 1.5004 A, V  0.1358 eV
theta   36 deg: CH3 r 1.1175 A, V  1.7350 eV; SiH3 r 1.5087 A, V  0.6678 eV
CH3 off-grid error: -0.021 meV at 3 deg, 0.006 meV at 22.5 deg
CH3 minimum: theta 0.00 deg, r 1.0896 A, HXH angle 120.00 deg, UHF <S^2> 0.7617
CH3 planar curvature V'': 1.547 eV/rad^2
SiH3 off-grid error: -0.019 meV at 3 deg, 0.034 meV at 22.5 deg
SiH3 minimum: theta 17.74 deg, r 1.4876 A, HXH angle 111.15 deg, UHF <S^2> 0.7543
SiH3 planar curvature V'': -14.091 eV/rad^2
SiH3 inversion barrier: 0.2602 eV = 25.10 kJ/mol
Bending from 0 to 15 deg at fixed planar r (UMP2/cc-pVDZ)
CH3: cation cost 0.7717 eV, rise of IE 0.6483 eV, radical cost 0.1234 eV
CH3: vertical IE 9.498 eV planar, 10.147 eV bent; s share of odd orbital 0.0000 -> 0.0310
SiH3: cation cost 0.5663 eV, rise of IE 0.8069 eV, radical cost -0.2407 eV
SiH3: vertical IE 7.607 eV planar, 8.414 eV bent; s share of odd orbital 0.0000 -> 0.0577
CH3 planar UHF umbrella quantum: path 41.08 meV, Hessian 41.07 meV
SiH3 planar UHF umbrella quantum (imaginary): path 115.59 meV, Hessian 115.81 meV
SiH3 pyramidal UHF umbrella quantum: path 107.05 meV, Hessian 107.25 meV
CH3 umbrella levels above minimum: 30.246, 98.672, 179.275, 267.231 meV; zero-point rms theta 5.89 deg
SiH3 umbrella levels above minimum: 48.551, 48.563, 142.027, 142.572 meV; zero-point rms theta 17.64 deg
CH3 umbrella quantum: 68.43 meV = 552 cm^-1; harmonic value 47.48 meV
SiH3 lowest-pair splitting: 12.46 micro-eV; passage time 166.0 ps
Plasma gas: 0.5 Torr, 500 K, cross-section 0.5 nm^2, kT 43.1 meV
Gas density 9.66e+21 m^-3, relative speed 825 m/s, time between collisions 251 ns
Collision time / passage time: 1512; barrier/kT 6.04; exp(-barrier/kT) 2.38e-03
Bent minus planar energy at theta 17.74 deg, UMP2/cc-pVDZ path geometries
CH3: UHF/DZ 0.2013, UMP2/DZ 0.2004, UCCSD(T)/DZ 0.2029, UMP2/TZ 0.2254 eV
CH3: additive UCCSD(T)/TZ estimate 0.2280 eV
SiH3: UHF/DZ -0.3345, UMP2/DZ -0.2602, UCCSD(T)/DZ -0.2420, UMP2/TZ -0.2555 eV
SiH3: additive UCCSD(T)/TZ estimate -0.2374 eV
SiH3 other-mode zero-point energy, planar minus pyramidal (UHF): 11.6 meV
no test failed
```
